\section*{Valence density components inside an LAPW sphere, part 2}

The task is to express the valence density in an atomic sphere of radius $R$, in a crystal with cell volume $\Omega$, through linearized augmented plane wave (LAPW) coefficients. Inside the sphere, $\psi_i=\sum_{lm}(a_{lm,i}u_l+b_{lm,i}\dot u_l)Y_{lm}$ with $l\le l_{\max}$, where $i$ stands for band, $\mathbf k$ point and spin. The density is $n=\sum_iw_i|\psi_i|^2=\sum_{LM}n_{LM}(r)Y_{LM}$. The weights $w_i$ contain occupation and $\mathbf k$-point weight, and states are normalized over one cell.

The real function $u_l$ is the regular radial solution at energy $E_l$ in the spherical potential $V(r)$, and $\dot u_l=\partial u_l/\partial E_l$. Over $0<r<R$, $\int u_l^2r^2dr=1$, $\int u_l\dot u_lr^2dr=0$ and $\int\dot u_l^2r^2dr=N_l$. Also $C=\hbar^2/2m_e$. Lengths are in nm and energies in aJ ($10^{-18}$ J), so $a$ is a pure number and $b$ an energy.

The harmonics are complex, with the Condon--Shortley phase:
\begin{align}
\int Y_{lm}^*Y_{l'm'}\,d\hat{\mathbf r}&=\delta_{ll'}\delta_{mm'},\label{eq:orth}\\
Y_{l,-m}=(-1)^mY_{lm}^*,\qquad
Y_{lm}(-\hat{\mathbf r})&=(-1)^lY_{lm}(\hat{\mathbf r}).\label{eq:conj}
\end{align}
Their products expand with Clebsch--Gordan coefficients and a factor $f$ independent of $\mu$:
\begin{equation}
Y_{l_1m_1}Y_{l_2m_2}=\sum_{\lambda\mu}\langle l_1m_1l_2m_2|\lambda\mu\rangle\,f\,Y_{\lambda\mu}.
\label{eq:product}
\end{equation}

Outside the spheres, $\psi_i=\Omega^{-1/2}\sum_{\mathbf K}c_{\mathbf K,i}e^{i\mathbf K\cdot\mathbf r}$, with $\mathbf K=\mathbf k+\mathbf G$, $\mathbf G$ a reciprocal lattice vector, and
\begin{equation}
e^{i\mathbf K\cdot\mathbf r}=4\pi\sum_{lm}i^lj_l(Kr)Y_{lm}^*(\hat{\mathbf K})Y_{lm}(\hat{\mathbf r}).
\label{eq:rayleigh}
\end{equation}
With $j=j_l(KR)$, $j'=[dj_l(Kr)/dr]_{r=R}$ and radial functions taken at $R$, matching value and slope gives
\begin{equation}
\alpha_lu_l+\beta_l\dot u_l=j,\qquad
\alpha_lu_l'+\beta_l\dot u_l'=j'.
\label{eq:match}
\end{equation}
\begin{equation}
\beta_l=\frac{u_lj'-u_l'j}{-1/(CR^2)}=CR^2\,(u_l'j-u_lj').\label{eq:beta}
\end{equation}
\begin{equation}
\begin{pmatrix}a_{lm,i}\\ b_{lm,i}\end{pmatrix}
=\frac{4\pi i^l}{\sqrt\Omega}\sum_{\mathbf K}c_{\mathbf K,i}Y^*_{lm}(\hat{\mathbf K})
\begin{pmatrix}\alpha_l(K)\\ \beta_l(K)\end{pmatrix}.
\label{eq:ab}
\end{equation}

The density matrices are
\begin{equation}
D^{xy}_{lm,l'm'}=\sum_iw_i\,x^*_{lm,i}\,y_{l'm',i},\qquad x,y\in\{a,b\}.
\label{eq:D}
\end{equation}
\begin{equation}
\left(D^{xy}_{lm,l'm'}\right)^*=D^{yx}_{l'm',lm}.
\label{eq:herm}
\end{equation}
With the real Gaunt coefficients
\begin{equation}
G^{LM}_{lm,l'm'}=\int Y^*_{lm}\,Y^*_{LM}\,Y_{l'm'}\,d\hat{\mathbf r},
\label{eq:G}
\end{equation}
the density components are
\begin{align}
n_{LM}(r)=\sum_{lm}\sum_{l'm'}G^{LM}_{lm,l'm'}\Big[
&D^{aa}_{lm,l'm'}u_lu_{l'}+D^{ab}_{lm,l'm'}u_l\dot u_{l'}\nonumber\\
&+D^{ba}_{lm,l'm'}\dot u_lu_{l'}+D^{bb}_{lm,l'm'}\dot u_l\dot u_{l'}\Big].
\label{eq:main}
\end{align}
A nonzero $G$ requires
\begin{equation}
M=m'-m,\qquad |l-l'|\le L\le l+l',\qquad l+l'+L\ \text{even}.
\label{eq:rules}
\end{equation}
Hence $n$ has no component with $L>2l_{\max}$.

\subsection{The spherical component and the charge}

For $L=0$, $Y_{00}=1/\sqrt{4\pi}$ and (\ref{eq:orth}) give $G^{00}_{lm,l'm'}=\delta_{ll'}\delta_{mm'}/\sqrt{4\pi}$. By (\ref{eq:herm}) the two mixed diagonal elements are complex conjugates, so
\begin{equation}
n_{00}=\frac{1}{\sqrt{4\pi}}\sum_{lm}\left[D^{aa}_{lm,lm}u_l^2
+2\,\mathrm{Re}D^{ab}_{lm,lm}\,u_l\dot u_l+D^{bb}_{lm,lm}\dot u_l^2\right].
\label{eq:n00}
\end{equation}
Components with $L>0$ integrate to zero over angles, and $\int Y_{00}d\hat{\mathbf r}=\sqrt{4\pi}$. The number of valence electrons in the sphere is thus
\begin{equation}
Q=\sqrt{4\pi}\int_0^Rn_{00}\,r^2dr
=\sum_{lm}\left[D^{aa}_{lm,lm}+N_lD^{bb}_{lm,lm}\right].
\label{eq:Q}
\end{equation}
The mixed term carries no net charge, because $u_l$ and $\dot u_l$ are orthogonal. It moves charge between radii, and it cannot be dropped from the density.

\subsection{What the cut in angular momentum does}

The limit $L=2l_{\max}$ can be reached. For $M=2l_{\max}$ the rule $M=m'-m$ forces $m'=l_{\max}$ and $m=-l_{\max}$, hence $l=l'=l_{\max}$, and one term of (\ref{eq:main}) is left. Its Gaunt coefficient follows from
\begin{equation}
Y_{ll}=(-1)^ls_l\sin^l\theta\,e^{il\varphi},\qquad
s_l=\frac{1}{2^ll!}\sqrt{\frac{(2l+1)!}{4\pi}} .
\end{equation}
By (\ref{eq:conj}), $Y^*_{l,-l}=(-1)^lY_{ll}$, so that $Y^*_{l,-l}Y_{ll}=(-1)^ls_l^2\sin^{2l}\theta\,e^{2il\varphi}=(-1)^l(s_l^2/s_{2l})Y_{2l,2l}$. Projection gives
\begin{equation}
G^{2l,2l}_{l,-l;\,l,l}=(-1)^l\,\frac{s_l^2}{s_{2l}} .
\label{eq:top}
\end{equation}

Components above $l_{\max}$ are less complete than those below. Near the nucleus $u_l$ and $\dot u_l$ vary as $r^l$ for a potential no more singular than $1/r$. A pair $(l,l')$ then contributes to $n_{LM}$ at order $r^{l+l'}$, and the lowest order is $r^L$, from pairs with $l+l'=L$. If $L\le l_{\max}$, all these pairs are kept. If $L>l_{\max}$, some of them, such as $(0,L)$, are missing, and the component is incomplete already at its leading order. The bound $2l_{\max}$ states which components the truncated density has. It does not state that they are all converged.

A case with a known answer shows the approach to the full density. Take an empty sphere, $V=0$, and two plane waves of equal length $K$,
\begin{equation}
\psi=\frac{1}{\sqrt\Omega}\left(e^{i\mathbf K_1\cdot\mathbf r}+c\,e^{i\mathbf K_2\cdot\mathbf r}\right),
\qquad E_l=CK^2 .
\end{equation}
Then $u_l$ is proportional to $j_l(Kr)$, its logarithmic derivative equals that of the plane wave, and $\beta_l=0$. With $\mathbf q=\mathbf K_2-\mathbf K_1$ the density is $[1+|c|^2+c\,e^{i\mathbf q\cdot\mathbf r}+c^*e^{-i\mathbf q\cdot\mathbf r}]/\Omega$. The expansion (\ref{eq:rayleigh}) and $Y_{LM}(-\hat{\mathbf q})=(-1)^LY_{LM}(\hat{\mathbf q})$ give
\begin{align}
n_{LM}=\frac{1}{\Omega}\Big\{&\sqrt{4\pi}\,(1+|c|^2)\,\delta_{L0}\nonumber\\
&+4\pi i^Lj_L(qr)Y^*_{LM}(\hat{\mathbf q})\left[c+(-1)^Lc^*\right]\Big\}.
\label{eq:empty}
\end{align}
Let $K=15$ nm$^{-1}$, with directions $(0.6,0,0.8)$ and $(0,1,0)$, $c=0.5+0.4i$, $R=0.12$ nm and $r=0.06$ nm. Among the components with $L\le4$, the largest deviation of (\ref{eq:main}) from (\ref{eq:empty}), relative to $n_{00}$, is $4.6\times10^{-3}$, $4.7\times10^{-5}$ and $8.0\times10^{-9}$ for $l_{\max}=2$, 4 and 6.

The size of these steps follows from the missing pairs. For small $x$, $j_l(x)\approx x^l/(2l+1)!!$, and here $x=Kr=0.9$. For $L\le4$ the lowest missing pairs are $(0,3)$, $(1,5)$ and $(3,7)$ at the three cuts. Their products $j_lj_{l'}$ are about $7\times10^{-3}$, $2\times10^{-5}$ and $2\times10^{-9}$. At $l_{\max}=4$ and 6 these pairs give nearly all of the largest deviation, which lies in $n_{42}$. At $l_{\max}=2$ the pair $(0,3)$ acts only on $L=3$, where it gives $4.1\times10^{-3}$. The slightly larger deviation quoted above lies in $n_{21}$ and comes from the next pair, $(1,3)$, whose product is about $2\times10^{-3}$. Angular factors and the division by $n_{00}$ are left out of this estimate. It agrees with the computed deviations to within a factor of about five.

\subsection{A model with two occupied states}

The model is a simple cubic cell of edge $0.30$ nm, $\Omega=0.027$ nm$^3$, with one sphere of radius $R=0.12$ nm. The potential is $-V_0=-2$ aJ in the sphere, and $E_l=0.5$ aJ for every $l$ up to $l_{\max}=4$. With $C=6.104\times10^{-3}$ aJ\,nm$^2$, the radial functions are
\begin{equation}
u_l=\nu_lj_l(\kappa r),\qquad
\kappa=\sqrt{\frac{E_l+V_0}{C}}=\sqrt{\frac{2.5}{0.006104}}\ \mathrm{nm}^{-1}=20.24\ \mathrm{nm}^{-1}.
\end{equation}
Since $d\kappa/dE_l=1/(2C\kappa)$, differentiation gives
\begin{equation}
\dot u_l=\frac{\nu_l}{2C\kappa}\left[r\,j_l'(\kappa r)-\mu_lj_l(\kappa r)\right],\qquad
\mu_l=\nu_l^2\int_0^Rj_l(\kappa r)\,j_l'(\kappa r)\,r^3dr ,
\end{equation}
where $j_l'$ is here the derivative with respect to the argument. The constant $\mu_l$ comes from the change of $\nu_l$ with energy and makes $\dot u_l$ orthogonal to $u_l$. The radial integrals were done by Gauss--Legendre quadrature with 32 points. At $r_0=0.06$ nm the results for $l=0$ are $u_0=58.116$ nm$^{-3/2}$ and $\dot u_0=6.936$ nm$^{-3/2}$\,aJ$^{-1}$, with $N_0=0.03034$ aJ$^{-2}$. For $l=4$ they are $u_4=5.8654$ and $\dot u_4=0.38685$ in the same units.

Two Bloch states at different $\mathbf k$ points are occupied for both spins, with a $\mathbf k$-point weight of one half. The two spin states share one spatial function and are merged into one term, so each of the two states has $w_i=1$. In units of $2\pi/(0.30\ \mathrm{nm})$, state 1 has the wave vectors $(0.2,0.1,0.3)$ and $(0.2,0.1,-0.7)$, with amplitudes in the ratio $0.8:0.5i$. State 2 has $(-0.3,0.2,0.1)$ and $(0.7,0.2,0.1)$, in the ratio $0.8:(0.4+0.3i)$. These amplitudes are chosen, not obtained from a band calculation. The two $\mathbf k$ points are not closed under the cubic point group, so the model density does not have cubic symmetry. Averaged over the 48 cubic operations, as in a sum over the whole zone of a cubic crystal, it would have no components with $L=1$, 2 or 3, and $n_{20}$ would vanish.

Normalization needs the interstitial part. From $\int_{r<R}e^{i\mathbf q\cdot\mathbf r}d^3r=4\pi\int_0^Rj_0(qr)r^2dr$ and $(x^2j_1)'=x^2j_0$, it is
\begin{equation}
\sum_{\mathbf K\mathbf K'}c^*_{\mathbf K}c_{\mathbf K'}\left[\delta_{\mathbf K\mathbf K'}
-\frac{4\pi R^3}{\Omega}\frac{j_1(qR)}{qR}\right],\qquad q=|\mathbf K'-\mathbf K|,
\end{equation}
with $j_1(x)/x\to1/3$ at $q=0$. Adding the sphere part $\sum_{lm}(|a_{lm}|^2+N_l|b_{lm}|^2)$ and setting the sum to one fixes the scale. Equation (\ref{eq:ab}) then gives
\begin{align}
a_{00,1}&=0.3452+0.1887i, & b_{00,1}&=(-0.8279-0.2052i)\ \mathrm{aJ},\nonumber\\
a_{00,2}&=0.4997+0.1140i, & b_{00,2}&=(-0.9993-0.1240i)\ \mathrm{aJ}.\nonumber
\end{align}

The $l=0$ elements of the density matrices follow from (\ref{eq:D}):
\begin{align}
D^{aa}_{00,00}&=0.1547+0.2627=0.4175,\nonumber\\
\mathrm{Re}D^{ab}_{00,00}&=(-0.3245-0.5135)\ \mathrm{aJ}=-0.8380\ \mathrm{aJ},\nonumber\\
D^{bb}_{00,00}&=(0.7275+1.0139)\ \mathrm{aJ}^2=1.7414\ \mathrm{aJ}^2.\nonumber
\end{align}
By (\ref{eq:Q}) the $s$ charge is $0.4175+0.03034\times1.7414=0.4703$ electrons. The charges for $l=1$ to 4 are $0.0955$, $0.0145$, $0.0011$ and $0.00004$, so $Q=0.5814$. The interstitial region holds the other $1.4186$ of the two electrons.

At $r_0$, the $l=0$ terms of (\ref{eq:n00}) are
\begin{align}
0.4175\times58.116^2/\sqrt{4\pi}&=398\ \mathrm{nm}^{-3},\nonumber\\
-2\times0.8380\times58.116\times6.936/\sqrt{4\pi}&=-191\ \mathrm{nm}^{-3},\nonumber\\
1.7414\times6.936^2/\sqrt{4\pi}&=24\ \mathrm{nm}^{-3}.\nonumber
\end{align}
With all $l$ included, the $uu$, $u\dot u$ and $\dot u\dot u$ parts of $n_{00}(r_0)$ are $433.2$, $-203.3$ and $25.0$ nm$^{-3}$. Their sum is $254.9$ nm$^{-3}$, a spherical mean density of $254.9/\sqrt{4\pi}=71.9$ nm$^{-3}$. The mixed part is large here, although its charge in the sphere is zero. Its size reflects the chosen amplitudes, which are not those of eigenstates: $\beta_0/\alpha_0$ is $-2.4$ and $-1.1$ aJ for the two plane-wave lengths. For a band state of energy $\varepsilon$ in a nearly spherical potential, $b/a$ is about $\varepsilon-E_l$, so the mixed part is smaller when $E_l$ lies close to the band energies. The same three parts of $n_{20}(r_0)$ are $13.69$, $-5.17$ and $0.41$ nm$^{-3}$, with sum $8.92$ nm$^{-3}$.

The negative real and imaginary parts of $b_{00}$ can be traced. For $l=0$, $(\ln j_0(kr))'=(kR\cot kR-1)/R$ at $r=R$, and (\ref{eq:beta}) becomes
\begin{equation}
\beta_0=CR\,u_0(R)\,j_0(KR)\left[\kappa R\cot\kappa R-KR\cot KR\right].
\end{equation}
The function $x\cot x$ falls on $0<x<\pi$, since its derivative is $(\sin x\cos x-x)/\sin^2x<0$. Here $\kappa R=2.43$, and the two plane waves of each state have $KR=0.94$ and $1.85$. All these arguments lie below $\pi$, so $u_0(R)$ and $j_0(KR)$ are positive and the bracket is negative. Hence $\beta_0<0$ for all of them: the logarithmic derivative of $u_0$ at $R$ is more negative than that of the plane waves, and the admixture of $\dot u_0$ corrects this. By (\ref{eq:ab}), $b_{00,i}=\sqrt{4\pi/\Omega}\sum_{\mathbf K}c_{\mathbf K,i}\beta_0(K)$. The amplitudes have real and imaginary parts that are not negative, so both parts of $b_{00,i}$ are negative.

The component $n_{88}$ has the single term $m=-4$, $m'=4$. Since $L=8$ exceeds $l_{\max}$, its value belongs to the truncated states and is far from converged: with the same amplitudes and $l_{\max}=10$ it becomes $(3.0+0.1i)\times10^{-5}$ nm$^{-3}$, opposite in sign to the result below, while $n_{00}(r_0)$ and $n_{20}(r_0)$ keep the digits given above. Equation (\ref{eq:top}) gives $G=0.37995$. In units of $10^{-6}$, the matrix elements are $D^{aa}=-3.161-3.666i$, $D^{ab}+D^{ba}=(6.330+6.885i)$ aJ and $D^{bb}=(-3.163-3.257i)$ aJ$^2$. With $u_4^2=34.403$, $u_4\dot u_4=2.2690$ and $\dot u_4^2=0.14965$ in their units,
\begin{align}
n_{88}(r_0)=0.37995\,\big[&(-108.7-126.1i)+(14.4+15.6i)\nonumber\\
&+(-0.5-0.5i)\big]\times10^{-6}\ \mathrm{nm}^{-3}\nonumber\\
=(-3.60&-4.22i)\times10^{-5}\ \mathrm{nm}^{-3}.
\end{align}

\subsection{The sphere surface and the exchange potential}

At $r=R$ the matching (\ref{eq:match}) makes each kept partial wave equal to that of the plane waves outside. By (\ref{eq:n00}), $n_{00}(R)$ is a sum of $|\cdot|^2$ over partial waves, cut at $l_{\max}$ inside and complete outside. The inner value therefore cannot exceed the outer one. In the model the outer value is $295.433$ nm$^{-3}$. The inner value is $293.870$ nm$^{-3}$ if the same coefficients are cut at $l=2$, and $295.431$ nm$^{-3}$ for $l_{\max}=4$. Relative to the outer value, the deficits are $0.5\%$ and $10^{-5}$.

The bound $L\le2l_{\max}$ belongs to the density and not to nonlinear functions of it. In the local density approximation the exchange potential of an unpolarized density is
\begin{equation}
v_x=-\frac{e^2}{4\pi\varepsilon_0}\left(\frac{3n}{\pi}\right)^{1/3}.
\end{equation}
Write $n=\bar n(1+\delta)$, where $\bar n$ is the spherical mean and $\delta$ the angular variation. For $|\delta|<1$,
\begin{equation}
n^{1/3}=\bar n^{1/3}\left(1+\tfrac13\delta-\tfrac19\delta^2+\dots\right).
\end{equation}
The square of $\delta$ can reach $L=4l_{\max}$ by (\ref{eq:product}), and higher powers reach further. The components of $v_x$ therefore do not, in general, end at $2l_{\max}$. A direct way to find them, which avoids the series, is to evaluate $n$ on an angular grid, take the root at each point, and project.

For the model states cut at $l=1$, the density ends at $L=2$. At $r_0$, a grid of 24 Gauss--Legendre polar angles and 48 equally spaced azimuths gives $|v_{x,00}|=3.31$ aJ and a largest $|v_{x,4M}|$ of $6.4\times10^{-4}$ aJ. This uses the valence density alone. In a crystal calculation the core density must be added before the root is taken, because $v_x$ of a sum is not the sum of the potentials.
